# Photon escape from a thick Doppler-broadened slab and its logarithms

## 1. Definitions and conventions

A uniform slab of thickness $L$ extends without limit sideways. Its ions are at rest on average and have a Maxwellian velocity distribution at temperature $T$. With ion mass $M$, the thermal speed is $v=\sqrt{2k_BT/M}$. A line of frequency $\nu_0$ and wavelength $\lambda$ then has the Doppler width $\Delta\nu_D=v/\lambda$, measured from the centre to the point where the profile has fallen to $1/e$. The detuning in this unit is $x=(\nu-\nu_0)/\Delta\nu_D$.

The absorption cross-section is $\sigma_0e^{-x^2}$. Emission is isotropic and has the same frequency profile, normalized to one:

$$\phi(x)=\frac{e^{-x^2}}{\sqrt\pi},\qquad \int_{-\infty}^{\infty}\phi\,dx=1.$$

This is the assumption of complete redistribution: the frequency of an emitted photon does not depend on how the ion was excited. If $n_l$ is the density of ions in the lower level, the line-centre optical depth across the slab is $\tau_0=n_l\sigma_0L$. The depth from the point of emission to one face, along the normal, is $t$.

Escape means leaving in a single flight. A photon that is absorbed may be emitted again and leave later, so the escape probability is not the fraction of the energy that finally gets out.

The law to be examined says that escape falls as $1/(\tau_0\sqrt{\ln\tau_0})$. It will turn out to depend on where the photons are born.

## 2. The simplest case: equal depth in every direction

At the centre of a uniform sphere all directions have the same line-centre depth $t$, and only frequency has to be averaged:

$$P_c(t)=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}e^{-x^2}\exp\!\left(-te^{-x^2}\right)dx.$$

For $t\to0$ this gives $P_c=1$, as it must.

For large $t$ the useful variable is the optical depth at the photon's own frequency, $s=te^{-x^2}$. On the half line $x>0$,

$$x=\sqrt{\ln(t/s)},\qquad ds=-2xs\,dx,\qquad e^{-x^2}=s/t.$$

Hence $e^{-x^2}dx=-ds/(2tx)$. As $x$ runs from $0$ to $\infty$, $s$ runs from $t$ to $0$, which absorbs the minus sign. The two half lines are equal, so

$$P_c(t)=\frac1{\sqrt\pi\,t}\int_0^t\frac{e^{-s}}{\sqrt{\ln(t/s)}}\,ds.$$

The exponential confines $s$ to values of order one. There $\ln(t/s)$ differs little from $\ln t$ when $t$ is very large, and $\int_0^\infty e^{-s}ds=1$. Therefore

$$P_c(t)\to\frac1{\sqrt\pi\,t\sqrt{\ln t}}.$$

Both factors have a plain meaning. Photons escape where the medium becomes transparent, at $x\approx\sqrt{\ln t}$. The emission profile there has fallen to about $1/t$ of its central value. The emission beyond that edge occupies a frequency interval of about $1/(2x)$, since $\int_x^\infty e^{-y^2}dy\approx e^{-x^2}/(2x)$. This narrow interval supplies the square root of the logarithm.

## 3. The slab: averaging over direction

In a slab, a ray at angle $\theta$ to the normal has its depth increased by $1/\mu$, with $\mu=\cos\theta$. Half of the photons travel towards a given face, and for these $\mu$ is uniformly distributed between 0 and 1. Escape through that face therefore has probability

$$p(t)=\frac12\int_{-\infty}^{\infty}\phi(x)\int_0^1\exp\!\left(-\frac{te^{-x^2}}{\mu}\right)d\mu\,dx
=\frac12\int_{-\infty}^{\infty}\phi(x)E_2\!\left(te^{-x^2}\right)dx,$$

where $E_2(s)=\int_0^1e^{-s/\mu}d\mu$. At the face itself $t=0$ and $E_2(0)=1$, so $p=1/2$: half of the photons leave at once.

The substitution of section 2 gives, without approximation,

$$p(t)=\frac1{2\sqrt\pi\,t}\int_0^t\frac{E_2(s)}{\sqrt{\ln(t/s)}}\,ds.$$

The limit needs some care, because the denominator vanishes at $s=t$. I split the integral at $s=\sqrt t$.

Below the split, $\ln(t/s)\ge\frac12\ln t$. The integrand multiplied by $\sqrt{\ln t}$ is thus at most $\sqrt2\,E_2(s)$, which is integrable, and for each fixed $s$ it tends to $E_2(s)$. Dominated convergence allows the limit inside the integral.

Above the split, $E_2(s)\le e^{-s}\le e^{-\sqrt t}$. With $s=te^{-y^2}$ the remaining factor is bounded by

$$\int_0^t\frac{ds}{\sqrt{\ln(t/s)}}=2t\int_0^\infty e^{-y^2}dy=\sqrt\pi\,t.$$

This part is at most $\sqrt\pi\,t e^{-\sqrt t}$, which is negligible beside $1/\sqrt{\ln t}$. The constant is

$$\int_0^\infty E_2(s)\,ds=\int_0^1\mu\,d\mu=\frac12,$$

and so

$$p(t)\to\frac1{4\sqrt\pi\,t\sqrt{\ln t}}.$$

At midplane $t=\tau_0/2$ and there are two equal faces:

$$\boxed{P_{\rm mid}=2p(\tau_0/2)\to\frac1{\sqrt\pi\,\tau_0\sqrt{\ln(\tau_0/2)}}}$$

For equal depth to the surface, the centre of a sphere has twice this escape in the thick limit, because oblique rays in the slab have longer paths.

## 4. How slowly the limit is reached

Replacing $\ln(t/s)$ by $\ln t$ neglects $\ln s$, which is not small beside $\ln t$ at ordinary depths. Its average can be found from

$$\int_0^\infty s^{q-1}E_2(s)\,ds=\Gamma(q)\int_0^1\mu^q d\mu=\frac{\Gamma(q)}{q+1}.$$

The normalized weight is $2E_2(s)$, and its moments are generated by $2\Gamma(q)/(q+1)$ near $q=1$. The first two derivatives of the logarithm of this function give the mean and variance of $\ln s$:

$$\langle\ln s\rangle=-\gamma-\tfrac12,\qquad
\mathrm{Var}(\ln s)=\frac{\pi^2}{6}+\frac14=1.895,$$

where $\gamma$ is Euler's constant and $\gamma+\frac12=1.077$.

Define $\Lambda=\ln t+\gamma+\frac12$ and $y=\ln s+\gamma+\frac12$. Then $\ln(t/s)=\Lambda-y$, and $y$ has zero mean. For $|y|<\Lambda/2$,

$$(\Lambda-y)^{-1/2}=\Lambda^{-1/2}\left[1+\frac{y}{2\Lambda}+\frac{3y^2}{8\Lambda^2}+O\!\left(\frac{y^3}{\Lambda^3}\right)\right].$$

The excluded values of $s$ contribute terms smaller than any power of $1/\Lambda$. The linear term averages to zero, which leaves

$$p(t)=\frac1{4\sqrt\pi\,t\sqrt\Lambda}\left[1+\frac{0.7106}{\Lambda^2}+O(\Lambda^{-3})\right].$$

The refined midplane law therefore has $\ln(\tau_0/2)+\gamma+\frac12$ under the root. Direct quadrature over frequency gives the following comparison; the last two columns are each law divided by the quadrature result.

| $\tau_0$ | $P_{\rm mid}$ | leading | refined |
|---:|---:|---:|---:|
| $10$ | $3.88\times10^{-2}$ | 1.147 | 0.888 |
| $10^2$ | $2.59\times10^{-3}$ | 1.100 | 0.974 |
| $10^4$ | $1.83\times10^{-5}$ | 1.054 | 0.993 |
| $10^6$ | $1.50\times10^{-7}$ | 1.037 | 0.997 |

At $\tau_0=100$, $\Lambda=4.99$ and the next term predicts a correction of $0.7106/4.99^2=2.9\%$. The refined law is indeed low by 2.6%. A stricter test at $t=10^{40}$, a depth of mathematical interest alone, gives 0.702 for the coefficient whose limit is 0.711. Between $t=10^{20}$ and $10^{40}$, the product $tp$ varies as $\Lambda$ to the power $-0.5003$, in agreement with $-1/2$.

## 5. Uniform emission reverses the power of the logarithm

Now let photons be born uniformly throughout the slab. The two faces contribute equally, so

$$P_{\rm mean}=\frac2{\tau_0}\int_0^{\tau_0}p(t)\,dt.$$

I integrate over depth first. Let $E_3(s)=\int_0^1\mu e^{-s/\mu}d\mu$; then $E_3'=-E_2$ and $E_3(0)=\frac12$, so that

$$\int_0^{\tau_0}E_2(te^{-x^2})\,dt=e^{x^2}\left[\tfrac12-E_3(\tau_0e^{-x^2})\right].$$

The factor $e^{x^2}$ cancels the Gaussian in $\phi$:

$$P_{\rm mean}=\frac1{\sqrt\pi\,\tau_0}\int_{-\infty}^{\infty}\left[\tfrac12-E_3(\tau_0e^{-x^2})\right]dx.$$

In the thin limit the bracket is $\tau_0e^{-x^2}$ to first order, the integral is $\sqrt\pi\,\tau_0$, and $P_{\rm mean}=1$.

For a thick slab, call the bracket $h(x)$ and integrate by parts on the half line. The boundary term $xh$ vanishes at both ends. With $s=\tau_0e^{-x^2}$ we have $dh=E_2(s)\,ds$, and reversing the limits of $s$ removes the minus sign:

$$\int_{-\infty}^{\infty}h\,dx=-2\int_{x=0}^{x=\infty}x\,dh=2\int_0^{\tau_0}\sqrt{\ln(\tau_0/s)}\,E_2(s)\,ds.$$

The root is now in the numerator. Expanding it about the same mean of $\ln s$ gives

$$\boxed{P_{\rm mean}\simeq\frac{\sqrt{\ln\tau_0+\gamma+\frac12}}{\sqrt\pi\,\tau_0}}$$

with a relative correction of order $1/(\ln\tau_0)^2$. At $\tau_0=100$ this law exceeds the directly averaged probability by 0.7%. Between $\tau_0=10^8$ and $10^{16}$ the fitted power of $\ln\tau_0+\gamma+\frac12$ is $0.5007$, with the sign opposite to that at midplane.

The result of section 3 explains the change. Deep inside, $p(t)$ behaves as $1/(t\sqrt{\ln t})$, and

$$\int\frac{dt}{t\sqrt{\ln t}}=2\sqrt{\ln t}.$$

This exceeds $t$ times the integrand, which is $1/\sqrt{\ln t}$, by the factor $2\ln t$. Layers much nearer the faces than the midplane therefore supply most of the escape when $\ln\tau_0$ is large. To leading order, photons born within depth $t_1$ of the face they leave by supply a fraction $\sqrt{\ln t_1/\ln\tau_0}$ of the total. In the limit, half of the escape thus comes from depths below $\tau_0^{1/4}$. The approach is slow: that fraction is 0.60 at $\tau_0=100$ and 0.54 at $10^8$.

## 6. A source that vanishes at the faces

If this reading is right, removing the emission at the surface should restore the first law. Let $u$ be the fractional depth and take the normalized source $w(u)=6u(1-u)$. By symmetry,

$$P_w=12\int_0^1u(1-u)\,p(\tau_0u)\,du.$$

The factor $u$ cancels the $1/u$ from $p$. The layer $\tau_0u\lesssim1$, where the asymptotic form of $p$ fails, contributes about $1/\tau_0^2$ and can be dropped. Then

$$P_w\simeq\frac{3}{\sqrt\pi\,\tau_0}\int_{1/\tau_0}^1\frac{1-u}{\sqrt{\ln\tau_0+\ln u+\gamma+\frac12}}\,du.$$

In the moments of the weight $1-u$ the lower limit can be set to zero with negligible error. The weight then integrates to $\frac12$. Normalized, it gives $\ln u$ the mean $2(-1+\frac14)=-\frac32$. Placing this mean under the root makes the error second order, as in section 4:

$$P_w\simeq\frac{3}{2\sqrt\pi\,\tau_0\sqrt{\ln\tau_0+\gamma-1}}.$$

At $\tau_0=10^{12}$ the numerical average is 1.0016 times this value. The same argument holds for any smooth source that vanishes at the faces as a positive power of distance: the factor $1/u$ remains integrable, and in the limit only the constants change. For a small power $\alpha$ the mean of $\ln u$ is near $-1/\alpha$, so the limit requires $\ln\tau_0\gg1/\alpha$. With $\alpha=0.1$ the fitted power of $\ln\tau_0$ between $\tau_0=10^2$ and $10^4$ is still slightly positive.

The law $1/(\tau_0\sqrt{\ln\tau_0})$ therefore belongs to photons born at a fixed fractional depth, or to such interior sources. It does not describe uniform emission.

## 7. Lorentz wings end the Doppler regime

A real line has a finite width even for an ion at rest. Let $a$ be its Lorentz half width at half maximum divided by $\Delta\nu_D$. The Gaussian is replaced by a Voigt function $H(a,x)$ with the same area $\sqrt\pi$, whose far wing is

$$H\simeq\frac{a}{\sqrt\pi\,x^2}.$$

I keep $t$ as the depth that the same column would have at line centre for $a=0$.

The Gaussian core becomes transparent at $x\approx\sqrt{\ln t}$. When $at\gg\ln t$, the wing is still opaque there, so escape takes place further out, in the wing. Put $b=at/\sqrt\pi$ and $s=b/x^2$. Then $x=\sqrt{b/s}$, $|dx|=\frac12\sqrt b\,s^{-3/2}ds$, and

$$p\simeq\int_0^\infty\frac{a}{\pi x^2}E_2\!\left(\frac b{x^2}\right)dx
=\frac{a}{2\pi\sqrt b}\int_0^\infty s^{-1/2}E_2(s)\,ds.$$

The moment formula at $q=\frac12$ gives $\frac23\sqrt\pi$ for the last integral. Inserting $b$,

$$p\to\frac{1}{3\pi^{1/4}}\sqrt{\frac at}.$$

For $a=0.01$ and $t=10^8$ the full Voigt quadrature agrees with this to 0.01%. The ratio of the wing law to the Doppler law is $\frac43\pi^{1/4}\sqrt{at\ln t}$, which grows without limit. For a small fixed $a>0$ the Doppler law is thus an intermediate regime; when $a$ is not small, the regime is absent. Its range follows from the emission in the wing beyond the Doppler edge $x\approx\sqrt{\ln t}$. While the wing is transparent there, this emission adds to $p$ about

$$\int_{\sqrt{\ln t}}^\infty\frac{a}{\pi x^2}\,dx=\frac{a}{\pi\sqrt{\ln t}},$$

which is $4at/\sqrt\pi$ times the Doppler law. The Doppler regime therefore requires $t\gg1$ together with $at\ll1$.

## 8. A cooling Sn⁺ cloud

Consider singly charged tin left after the laser pulse in an extreme-ultraviolet source, seen in a far-ultraviolet resonance line. The inputs are rough illustrative values: $\lambda=180$ nm, ion temperature 2 eV, thickness 15 mm, lower-level density $4\times10^{13}$ cm⁻³, and decay rate $A=5\times10^8$ s⁻¹ in the line. The upper and lower statistical weights $g_u$ and $g_l$ are equal. The 2 eV describes only the motion of the ions. At the electron density of $10^{14}$ cm⁻³ used in section 9, ionization equilibrium at an electron temperature of 2 eV would leave Sn⁺ a minority. Its share is negligible in Saha equilibrium, and of order 10% in a rough balance of collisional ionization against recombination. The electrons are therefore assumed to be colder, or the cloud too short-lived to reach that equilibrium.

The cross-section follows from equilibrium with blackbody radiation. Let $\eta=h\nu_0/k_BT$. The photon flux per unit frequency, summed over directions, is $(8\pi/\lambda^2)/(e^\eta-1)$. Stimulated emission reduces the absorption by $1-e^{-\eta}$, and the product of the thermal factors is $e^{-\eta}$. Net absorption balances spontaneous decay from an upper population $n_u=n_l(g_u/g_l)e^{-\eta}$, so

$$\frac{8\pi}{\lambda^2}\int\sigma\,d\nu=A\frac{g_u}{g_l}.$$

Since $\int\sigma\,d\nu=\sqrt\pi\,\sigma_0\Delta\nu_D$,

$$\sigma_0=\frac{\lambda^2A}{8\pi^{3/2}\Delta\nu_D}\frac{g_u}{g_l}.$$

The thermal speed is 1803 m/s, which gives $\Delta\nu_D=1.002\times10^{10}$ Hz and $\sigma_0=3.63\times10^{-13}$ cm². The optical depth is

$$\tau_0=(3.63\times10^{-13})(4\times10^{13})(1.5)=21.8.$$

The depth from midplane to a face is 10.89, with logarithm 2.388. The two midplane laws give

$$\frac1{\sqrt\pi(21.78)\sqrt{2.388}}=0.0168,\qquad
\frac1{\sqrt\pi(21.78)\sqrt{3.465}}=0.0139.$$

Quadrature gives 0.0148. The leading law is 13% high and the refined one 6% low, so at this depth the logarithm is still too small for high accuracy. A simulation with two million photons, drawing thermal velocities, isotropic directions and random free paths, gives $0.01470\pm0.00009$, consistent with the quadrature.

For uniform emission the law gives $\sqrt{4.158}/(\sqrt\pi\times21.78)=0.0528$, against 0.0521 from quadrature. The mean escape is 3.5 times the midplane escape. This factor applies to uniform emission only. In a thick resonance line, absorbed photons are emitted again, so the emission is concentrated towards the interior. At this depth the source-weighted escape is about 2.2 times the midplane value for the slowest decaying distribution of excited ions, and about 2.4 times for steady uniform excitation without losses. The midplane value underestimates the cloud's single-flight escape by a factor between these values and 3.5, depending on how often an absorbed photon is re-emitted in the line.

## 9. What the real plasma changes

The following changes are made one at a time, with the other inputs held fixed, and are relative to the static Doppler value at midplane.

- **Line wings.** A total decay rate of $10^9$ s⁻¹ gives $a=0.0079$ and raises escape by 18%. A rough Stark full width of $10^{-5}$ nm, for an electron density of $10^{14}$ cm⁻³, adds 0.0046 to $a$. Together they raise escape by 28%.
- **Expansion.** An outward flow along the normal that rises linearly to 500 m/s at each face adds 4%. This small change applies only to a cloud that has already been slowed, for example by a background gas. Freely expanding tin can move at several km/s; with 5 km/s at each face the escape would be about 3.3 times the static value, and the static law would fail.
- **Shape.** The centre of a sphere with the same depth to its surface has 2.19 times the escape. This is the largest change for the inputs chosen here, and it is close to the factor of two from section 3.
- **Stimulated emission.** If the level populations correspond to at most 2 eV, the opacity falls by at most 3.2%.

Hyperfine and isotope structure and partial frequency redistribution are not included. The range of the Doppler law is narrow here: with $a=0.0126$ held fixed, the wings double the midplane escape at $\tau_0=80$ and raise it tenfold at $10^3$.

The working emission near 13.5 nm is a harder case. For a strong line at 30 eV with a rough decay rate of $10^{12}$ s⁻¹, natural broadening alone gives $a=0.15$. At the same Doppler-limit depth of 21.8, the Voigt midplane escape is 3.6 times the Doppler value; at depth 100 it is 10 times. For such lines the Doppler law is not a usable estimate. Real tin plasmas also have many overlapping lines in this band, as well as Stark broadening and flow, none of which enters these two ratios.

## Numbers as computed

```
LAW: tau0, P_mid, leading/P_mid, refined/P_mid, P_mean, law/P_mean
  1e+01 3.8782e-02 1.1467 0.8875 1.0165e-01 1.0204
  1e+02 2.5941e-03 1.0996 0.9737 1.3356e-02 1.0070
  1e+03 2.1153e-04 1.0699 0.9877 1.5887e-03 1.0035
  1e+04 1.8346e-05 1.0538 0.9928 1.8057e-04 1.0021
  1e+06 1.5022e-07 1.0368 0.9967 2.1750e-06 1.0010
gamma + 1/2 = 1.0772; variance of ln s = 1.8949
next coefficient: found 0.7022, limit 0.7106
power of log: midplane -0.5003, mean 0.5007
parabolic source at tau0=1e12: P/law = 1.00161
wing law at t=1e8, a=0.01: P/law = 0.99996
EXAMPLE: Sn+ cloud, rough inputs
wavelength = 180 nm; ion temperature = 2 eV
thickness = 15 mm; lower-level density = 4.0e+13 cm^-3
line A = 5.0e+08 s^-1; total decay = 1.0e+09 s^-1; g_u/g_l = 1
thermal speed = 1803.1 m/s
Doppler 1/e half width = 1.083e-03 nm = 1.002e+10 Hz
centre cross-section = 3.630e-13 cm^2
tau0 = 21.782; depth to face = 10.891
P_mid exact = 0.01477
P_mid leading = 0.01676; refined = 0.01391
P_mid Monte Carlo = 0.01470 +- 0.00009
P_mean exact = 0.05213; law = 0.05282
P_mean/P_mid = 3.530
NEGLECTED EFFECTS: ratio to static Doppler P_mid
electron density = 1.0e+14 cm^-3; Stark full width = 1.0e-05 nm
(rough Stark input: 0.01 nm at 1e17 cm^-3)
a natural = 0.00794; a Stark = 0.00462; sum = 0.01256
natural wings only: 1.179
natural + Stark wings: 1.279
  same a, tau0=1e+02: 2.232
  same a, tau0=1e+03: 10.224
  same a, tau0=1e+04: 42.951
wings double P_mid at tau0 = 80.3
flow 500 m/s at face (q=0.277): 1.037
centre of sphere, same depth to surface: 2.186
stimulated emission, largest opacity cut = 0.0319
EUV LINE: 13.5 nm, 30 eV, decay 1e+12 s^-1 (rough)
thermal speed = 6983.3 m/s; Doppler half width = 3.145e-04 nm
natural a = 0.1538
  P_mid ratio Voigt/Doppler at tau0=21.8: 3.628
  P_mid ratio Voigt/Doppler at tau0=100.0: 10.009
```
